# Electron counting for the cation-vacancy (111)A surface of zinc-blende crystals, part 1

(Sections cited here and not found follow in the second part.)

## I. The electron count

### What symmetry fixes

Take a (111) face of a zinc-blende crystal that ends in cations. Give every anion near it a full set of eight valence electrons, two in each of its four bonding directions, and ask how many electrons are then left over. Call this excess \(Q\). It is a pure number, so no length or energy can enter it alone. A ratio of energies is also excluded: such a ratio can be varied continuously, while the number of electrons and the number of orbitals to be filled stay as they are.

The excess is also additive, because atoms and bonds are added up one by one. For a surface cell with \(M\) cation sites, \(n\) of them vacant, it must have the form
\[
Q=\alpha M+\beta n .
\]
The tetrahedral symmetry of the bulk fixes \(\alpha\). The four bonds of a bulk cation are equivalent, so a cation with \(v\) valence electrons gives \(v/4\) to each. The ideal face cuts one bond per cation and leaves \(v/4\) electrons with no anion orbital to go to. Hence \(\alpha=v/4\).

Removing a neutral cation takes away \(v\) electrons. It removes no anion, and each anion still asks for eight electrons. Hence \(\beta=-v\), and
\[
Q=v\left(\frac M4-n\right).
\]
The valence is a common factor. It sets the size of the imbalance but not the vacancy fraction at which the imbalance vanishes. That fraction is one quarter, the inverse of the number of bonds of a tetrahedral atom. The lemmas below prove this result bond by bond and show which orbitals receive the electrons.

### Setting and assumptions

The cation has \(v\) valence electrons and the anion \(8-v\). Thus \(v=3\) for a III-V crystal and \(v=2\) for a II-VI crystal. A *dangling bond* is an orbital that pointed to a neighbour which is now absent. It can hold two electrons of opposite spin.

The (111)A face meant here ends in cations with three bonds to the crystal and one dangling bond pointing outwards. The following is assumed.

1. Apart from the missing neighbours, every atom keeps its bulk bonds. There are no added atoms and no bonds between atoms of the same kind.
2. Each atom gives one quarter of its valence electrons to each of its four directions.
3. The surface region is neutral and exchanges no electrons with dopants or with another surface.
4. The anion dangling levels lie below the cation dangling levels.

Assumptions 1 to 3 fix the number of electrons. Assumption 4 decides where they go. A "2x2 cell" is a surface cell whose two edges are twice those of the ideal face; it holds four surface cation sites.

### Lemma 1: the broken bonds

**Lemma 1.** Removing one surface cation from each 2x2 cell leaves three cation dangling bonds and three anion dangling bonds per cell. The three anion bonds sit on three different anions, and the fourth anion of the top layer keeps all its bonds.

*Proof.* Let \(a\) be the cubic lattice constant. The ideal face has a triangular lattice with edge \(s=a/\sqrt2\), spanned by \(\mathbf A_1\) and \(\mathbf A_2\) at an angle of 60°. Surface cations sit at the lattice points \(\mathbf R\). The anions just below are displaced sideways by
\[
\mathbf T=\frac{\mathbf A_1+\mathbf A_2}{3}
\]
and lie lower by \(P/4\), where \(P=a/\sqrt3\) is the period of the cation-anion double layers, called bilayers.

Label by \(\mathbf R'\) the anion at \(\mathbf R'+\mathbf T\). Seen from above, its offsets from the cations at \(\mathbf R'\), \(\mathbf R'+\mathbf A_1\) and \(\mathbf R'+\mathbf A_2\) are \(\mathbf T\), \(\mathbf T-\mathbf A_1\) and \(\mathbf T-\mathbf A_2\). With \(\mathbf A_1\cdot\mathbf A_2=s^2/2\), their squared lengths are
\[
|\mathbf T|^2=\frac{s^2+s^2+s^2}{9}=\frac{s^2}{3},
\]
\[
|\mathbf T-\mathbf A_1|^2=\frac{|-2\mathbf A_1+\mathbf A_2|^2}{9}
=\frac{4s^2+s^2-2s^2}{9}=\frac{s^2}{3},
\]
and the same for \(\mathbf T-\mathbf A_2\) by exchange of the two vectors. Adding the height difference gives
\[
\frac{s^2}{3}+\frac{P^2}{16}=\frac{a^2}{6}+\frac{a^2}{48}=\frac{3a^2}{16},
\]
which is the square of the bond length \(\sqrt3a/4\). So each top-layer anion is bonded to these three surface cations. Its fourth neighbour is the cation straight below, at a distance \(3P/4=\sqrt3a/4\).

Read the other way, the cation at \(\mathbf R\) is bonded to the anions labelled \(\mathbf R\), \(\mathbf R-\mathbf A_1\) and \(\mathbf R-\mathbf A_2\). These labels remain different when shifts by \(2\mathbf A_1\) and \(2\mathbf A_2\) are ignored, as they are in a 2x2 cell. Removing the cation therefore opens one bond on each of three different anions.

The remaining anion has the label \(\mathbf R+\mathbf A_1+\mathbf A_2\). Up to shifts of the 2x2 lattice, its surface neighbours are the cations at \(\mathbf R+\mathbf A_1+\mathbf A_2\), \(\mathbf R+\mathbf A_2\) and \(\mathbf R+\mathbf A_1\). The vacant site is not among them. Finally, of the four cation dangling bonds one has gone with its atom, which leaves three. ∎

The ideal face exposes no anion dangling bond at all. The vacancy therefore does two things: it removes electrons, and it creates the orbitals that can take up those that remain.

### Lemma 2: the shares

**Lemma 2.** One cation dangling bond and one anion dangling bond together bring two electrons, whatever the value of \(v\).

*Proof.* By assumption 2 the cation orbital brings \(v/4\) electrons and the anion orbital \((8-v)/4\). Their sum is
\[
\frac v4+\frac{8-v}4=\frac84=2 .
\]
∎

The two shares are those of an ordinary bond, which also holds two electrons. Fractional shares are a way of dividing a total between equivalent directions. They do not mean that a fraction of an electron sits on one atom.

### Theorem 1: the 2x2 vacancy surface

**Theorem 1.** Under assumptions 1 to 4, the (111)A face with one cation missing per 2x2 cell has exactly enough electrons to fill all its anion dangling bonds while all its cation dangling bonds are empty. This holds for every \(v\), and so for III-V and II-VI crystals alike.

*Proof.* By Lemma 1 there are three dangling bonds of each kind. The electrons they bring are
\[
3\,\frac v4+3\,\frac{8-v}4=3\times2=6,
\]
where Lemma 2 was used. Three anion orbitals hold \(3\times2=6\) electrons. The number available equals the number required, and by assumption 4 the anion orbitals are filled first. Nothing remains for the cation orbitals. ∎

For a III-V crystal the cation and anion orbitals bring \(2.25+3.75=6\) electrons. For a II-VI crystal they bring \(1.50+4.50=6\). The two terms differ between the families, but the sum does not.

The proof also shows how the filling comes about. An anion dangling bond starts with \((8-v)/4\) electrons and lacks
\[
2-\frac{8-v}4=\frac{8-8+v}{4}=\frac v4 .
\]
That is the share held by one cation dangling bond. Each remaining surface cation thus supplies what one exposed anion lacks: 0.75 electron in a III-V crystal and 0.50 in a II-VI crystal. Taking away the cation does not by itself fill the anion orbitals. The electrons come from the cations that stay.

If the two kinds of dangling level differ in energy by \(\Delta>0\), the transfer lowers the sum of one-electron energies by \(3v\Delta/4\) per cell. This is one contribution to the surface energy. It leaves out the cost of removing the cation, the relaxation of the atoms and the change in electron repulsion, so the theorem does not prove that this surface has the lowest energy.

### A second proof, with whole atoms

The result can also be reached without giving the anion dangling bonds a share. On the ideal 2x2 face the four cation dangling bonds hold \(4\times v/4=v\) electrons. The cation that is to be removed has three bonds to the crystal, which hold six electrons. Together these orbitals contain \(6+v\) electrons.

A neutral cation leaves with \(v\) valence electrons. What stays is
\[
6+v-v=6 .
\]
The three broken bonds have become three anion orbitals, and six electrons fill them. The cancellation is now visible as a property of one atom: the surplus of the ideal 2x2 face equals the valence of a single cation.

### Theorem 2: why one quarter

**Theorem 2.** Let a surface cell contain \(M\) cation sites, \(n\) of them vacant in any arrangement. Under assumptions 1 to 3 the excess over filled anion dangling bonds is
\[
Q=\frac{v(M-4n)}4 .
\]
For \(v>0\) it vanishes if and only if \(n/M=1/4\).

*Proof.* There are \(M-n\) cation dangling bonds. Each vacancy breaks three bonds to anions. Every such bond contains only one cation, so two vacancies never break the same bond, even when they are neighbours. The number of anion dangling bonds is therefore \(3n\). An anion that loses two neighbours is counted twice, as it should be, since it has two open orbitals.

The excess is the number of electrons brought minus two for each anion dangling bond:
\[
Q=(M-n)\frac v4+3n\,\frac{8-v}4-2\,(3n).
\]
Multiplying by four and expanding,
\[
4Q=Mv-nv+24n-3nv-24n=Mv-4nv .
\]
Division by four gives the formula. Since \(v>0\), it vanishes only for \(M=4n\). ∎

This was tested on crystals built from atomic coordinates, with bonds found from interatomic distances. All 16 choices of vacant sites in a 2x2 cell and all 256 in a 4x2 cell were taken, 272 in total, for \(v=2\) and \(v=3\). The counted excess agreed with the formula each time.

The sign of \(Q\) has a direct meaning. For \(n/M<1/4\) there are too many electrons, and some must occupy levels that the balanced surface leaves empty: the cation dangling bonds in the hybrid picture, or other empty states if relaxation has put these lower. For \(n/M>1/4\) there are too few, and some anion orbitals stay partly or wholly empty. In a 2x2 cell the values for zero, one and two vacancies are \(v\), \(0\) and \(-v\). With all four cations removed the excess is \(-3v\), and each exposed anion has three open orbitals.

Because \(M=4n\) with whole numbers, the smallest possible cell has four sites. The 2x2 cell is one such cell, but not the only one. A 4x1 cell with one vacancy passes the same count. Its vacancies form rows of neighbouring empty sites, say at \(\mathbf R\) and \(\mathbf R+\mathbf A_2\). Both are neighbours of the anion labelled \(\mathbf R\), which then has two open orbitals. In the 2x2 pattern no anion loses more than one neighbour, and the threefold symmetry of the face is kept. The count does not choose between the two patterns; their energies do.

### Remarks on scope

**Other valences.** The algebra holds for any \(v\) between 0 and 8. The formal limit \(v\to0\) gives \(Q=0\) for every \(n\), since the cations then bring no electrons that need a place. At \(v=4\) the count still balances, but in an elemental crystal both kinds of atom are the same. No chemical difference then secures assumption 4. The two sets of dangling bonds still sit on inequivalent atoms, in the top and in the second layer, so electrons can move between them, but the direction and amount depend on geometry and relaxation and do not follow from the count. In a compound with \(v=4\), such as cubic SiC, the two kinds of atom differ and assumption 4 can hold.

**Bonds between anions.** Suppose two exposed anions form a bond with each other. Two dangling bonds that needed four electrons are replaced by one bond that needs two. Each such bond raises the excess by two, and with \(m\) of them per cell
\[
Q=\frac{v(M-4n)}4+2m .
\]
The condition \(Q=0\) now reads \(n=M/4+2m/v\), which depends on \(v\) when \(m>0\). A bond between two exposed cations lowers the excess by two in the same way. The agreement between III-V and II-VI crystals thus does not carry over to structures in which the anion-anion bonds are not matched by an equal number of cation-cation bonds. It is not peculiar to the vacancy, however: one added anion per 2x2 cell, bonded to three surface cations, brings \(8-v\) electrons and asks for eight, so \(Q=v+(8-v)-8=0\) for every \(v\).

**The opposite face.** The ideal (111)B face ends in anions with one dangling bond each. Removing one anion per 2x2 cell leaves three anion and three cation dangling bonds, by Lemma 1 with the two kinds of atom exchanged. They bring \(3\times2=6\) electrons, which fill the three anion orbitals. The count therefore balances there too. Whether such a surface forms is again a question of energy.

## II. Fields, bands and the GaAs(111)A face

### Symbols and results carried over

The cation has \(v\) valence electrons and the anion \(8-v\). The lattice constant is \(a\), and \(P=a/\sqrt3\) is the period of the bilayers along [111]. Within a bilayer the cation and anion planes are \(P/4\) apart; the next cation plane lies \(3P/4\) below the anions. With \(n\) of \(M\) surface cations missing, the electron excess over filled anion dangling bonds is \(Q=v(M-4n)/4\). It vanishes at the vacancy fraction \(\theta=n/M=1/4\). One vacancy per 2x2 cell leaves three dangling bonds of each kind.

### Proposition 3: the electric field

The same fraction follows from electrostatics, with no reference to bonds. Let \(A\) be the area per surface cation site, \(e\) the elementary charge and \(\varepsilon_0\) the vacuum permittivity. Replace each atomic plane by a uniform sheet with the formal ionic charge, \(+ve\) per site for cations and \(-ve\) for anions. Vacancies reduce the charge of the top sheet to \((1-\theta)ve\) per site. The far side of the slab carries the charge that makes the whole slab neutral, so there is no field outside.

**Proposition 3.** In this model the electrostatic potential falls from one bilayer to the next by
\[
\delta V=\frac{e\,v\,P\,(1-4\theta)}{4\,\varepsilon_0A}.
\]

*Proof.* Count the field as positive when it points into the crystal. By Gauss's law, the field at any depth is the charge per area above it divided by \(\varepsilon_0\). Between the top cations and the first anions it is
\[
E_1=\frac{ev(1-\theta)}{\varepsilon_0A}.
\]
Below the first anion sheet it is
\[
E_2=\frac{ev(1-\theta)-ev}{\varepsilon_0A}=-\frac{ev\theta}{\varepsilon_0A}.
\]
The next cation sheet adds \(+ev\) and restores \(E_1\), so the two values alternate through the slab. The fall in potential over one period is field times thickness, summed over the two gaps:
\[
\delta V=E_1\frac P4+E_2\frac{3P}4
=\frac{evP}{4\varepsilon_0A}\left[(1-\theta)-3\theta\right].
\]
The bracket equals \(1-4\theta\). ∎

The formula was tested against an explicit sum of the potentials of all sheets in a slab of 20 bilayers. For \(v=2\) and 3 and \(\theta=0\), 0.1, 0.25 and 0.5, the two agreed within \(10^{-8}\) V.

With \(\theta\ne1/4\) the fall repeats in every bilayer, and the total grows with the thickness of the slab. With \(\theta=1/4\) the fields in the narrow and wide gaps cancel on average. The geometric reason is that the wide gap is three times the narrow one. This ratio belongs to ideal tetrahedra. If the bonds along [111] are stretched by 1%, the sheets cancel at \(\theta=1/4.03=0.248\) while the electron count still balances at \(1/4\), so a strained (111) layer can carry a piezoelectric field although \(Q=0\).

The two routes agree because they describe the same charge. The ionic model gives every anion eight electrons and leaves the cations with none. A surface forced into that state has lost its excess \(Q\), and so carries a positive charge \(eQ/M\) per site. Since \(Q/M=v(1-4\theta)/4\), Proposition 3 can be written
\[
\frac{\delta V}{P}=\frac{e}{\varepsilon_0A}\,\frac QM ,
\]
which is Gauss's law for that surface charge. A neutral surface with \(Q\ne0\) avoids the field, but it must then keep electrons in cation orbitals or holes in anion orbitals.

With one quarter of the surface cations missing, the available electrons exactly fill the anion dangling bonds, and in the ionic sheet model of an unstrained crystal the potential no longer falls from bilayer to bilayer. It remains to examine whether such a surface has an energy gap, and what the count means in numbers for GaAs(111)A.
